# One- and Two-Projector Pseudopotentials for a Square Well with a Core: a numerical check

```python
"""
Result under test: for an s-wave square well with one core and one valence
state, a separable pseudopotential with one norm-conserving projector (made at
the valence level E1) or two (made at E1 and E2) reproduces the logarithmic
derivative at r_c and its energy slope at each reference energy; the windows
in which the phase shifts agree within 0.01 rad are then located.

Symbols (Hartree atomic units): V0, a = depth and radius of the well;
r_c = pseudization radius; u = r * (radial function); L = u'/u at r_c;
phi = pseudofunction; chi = (E - T) phi; B_ij = <phi_i|chi_j>;
nonlocal potential = sum |chi_i> (B^-1)_ij <chi_j|; local potential = 0.
All inner functions are expanded in orthonormal odd Legendre polynomials.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants
from scipy.linalg import eigh, null_space
from scipy.optimize import brentq

V0, a, r_c, E2 = 3.2, 2.0, 3.0, 0.5
TOL = 0.01
N_BASIS, N_PSEUDO = 20, 8
R_BOX, N_SINE = 20.0, 400
E_SCAN = 4.0
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

x_gauss, w_gauss = leg.leggauss(200)
x_gauss, w_gauss = 0.5 * (x_gauss + 1.0), 0.5 * w_gauss
r_in, w_in = r_c * x_gauss, r_c * w_gauss


# ---------- all-electron problem ----------
def all_electron(E, r):
    """u and u' of the regular solution, with u = -sin(q r) in the well."""
    q = np.sqrt(2.0 * (E + V0))
    k = np.sqrt(np.asarray(2.0 * E, dtype=complex))
    s = r - a
    ua, dua = -np.sin(q * a), -q * np.cos(q * a)
    u_out = (ua * np.cos(k * s) + dua * np.sin(k * s) / k).real
    du_out = (-ua * k * np.sin(k * s) + dua * np.cos(k * s)).real
    u = np.where(r < a, -np.sin(q * r), u_out)
    du = np.where(r < a, -q * np.cos(q * r), du_out)
    return u, du


def ae_overlap(Ea, Eb):
    """Integral of u_a u_b from 0 to r_c."""
    total = 0.0
    for lo, hi in ((0.0, a), (a, r_c)):
        r = lo + (hi - lo) * x_gauss
        product = all_electron(Ea, r)[0] * all_electron(Eb, r)[0]
        total += (hi - lo) * np.sum(w_gauss * product)
    return total


def ae_logder(E):
    u, du = all_electron(E, r_c)
    return du / u


def ae_phase(E):
    k = np.sqrt(2.0 * E)
    u, du = all_electron(E, r_c)
    return np.arctan2(k * u, du) - k * r_c


def bound_condition(E):
    q, kappa = np.sqrt(2.0 * (E + V0)), np.sqrt(-2.0 * E)
    return q * np.cos(q * a) + kappa * np.sin(q * a)


grid = np.linspace(-V0 + 1e-3, -1e-6, 4000)
vals = bound_condition(grid)
levels = [brentq(bound_condition, grid[i], grid[i + 1], xtol=1e-14)
          for i in range(len(grid) - 1) if vals[i] * vals[i + 1] < 0]
assert len(levels) == 2
E_core, E1 = levels


# ---------- polynomial basis on [0, r_c] ----------
def basis(r, order, size):
    """Derivative of given order of the orthonormal odd Legendre functions."""
    columns = []
    for n in range(size):
        degree = 2 * n + 1
        c = np.zeros(degree + 1)
        c[degree] = np.sqrt((2 * degree + 1) / r_c)
        d = leg.legder(c, order) if order > 0 else c
        columns.append(leg.legval(np.asarray(r) / r_c, d) / r_c**order)
    return np.array(columns).T


P0, P1, P2 = (basis(r_in, d, N_BASIS) for d in (0, 1, 2))
P3 = basis(r_in, 3, N_PSEUDO)
edge = [basis(np.array([r_c]), d, N_BASIS)[0] for d in (0, 1, 2)]
KINETIC = 0.5 * P1.T @ (w_in[:, None] * P1)
ROUGH = P3.T @ (w_in[:, None] * P3)


def pseudize(E, norm, partner=None, overlap=None):
    """Smoothest phi with matched u, u', u'' at r_c and a given inner norm."""
    u, du = all_electron(E, r_c)
    rows = [e[:N_PSEUDO] for e in edge]
    target = [float(u), float(du), float(-2.0 * E * u)]
    if partner is not None:
        rows.append(partner[:N_PSEUDO])
        target.append(overlap)
    rows, target = np.array(rows), np.array(target)
    c0 = np.linalg.lstsq(rows, target, rcond=None)[0]
    free = null_space(rows)
    lam, vec = eigh(free.T @ ROUGH @ free)
    b = vec.T @ free.T @ ROUGH @ c0
    rest = norm - c0 @ c0
    assert rest > 0.0, "requested norm is below the smallest possible one"
    radius = np.sqrt(rest)

    def secular(t):
        return np.sum((b / (lam - lam[0] + t))**2) - rest

    t = brentq(secular, 0.999 * abs(b[0]) / radius,
               1.001 * np.linalg.norm(b) / radius)
    y = -b / (lam - lam[0] + t)
    y *= radius / np.linalg.norm(y)
    phi = np.zeros(N_BASIS)
    phi[:N_PSEUDO] = c0 + free @ vec @ y
    return phi


def projectors(phis, energies):
    """Coefficients of chi = E phi + phi''/2, and the raw matrix B."""
    chi = np.array([E * c + 0.5 * P0.T @ (w_in * (P2 @ c))
                    for c, E in zip(phis, energies)]).T
    return chi, np.array(phis) @ chi


def build(phis, energies):
    chi, B = projectors(phis, energies)
    assert np.max(np.abs(B - B.T)) < 1e-7
    D = np.linalg.inv(0.5 * (B + B.T))
    eps, vec = eigh(KINETIC + chi @ D @ chi.T)
    return {"eps": eps, "amp": edge[0] @ vec, "chi": chi, "D": D, "B": B}


def ratio_u_du(model, E):
    """u/u' at r_c from the weak form of the inner problem."""
    E = np.asarray(E, dtype=float)
    return 0.5 * np.sum(model["amp"]**2 / (model["eps"] - E[..., None]), -1)


def ps_phase(model, E):
    k = np.sqrt(2.0 * E)
    return np.arctan(k * ratio_u_du(model, E)) - k * r_c


def wrap(angle):
    return (angle + np.pi / 2) % np.pi - np.pi / 2


def phase_error(model, E):
    return wrap(ps_phase(model, E) - ae_phase(E))


def windows(model):
    """All energy intervals up to E_SCAN with |phase error| < TOL."""
    def excess(E):
        return float(abs(phase_error(model, E)) - TOL)
    E = np.linspace(1e-6, E_SCAN, 8001)
    inside = np.abs(phase_error(model, E)) < TOL
    marks = [0.0] if inside[0] else []
    marks += [brentq(excess, E[i], E[i + 1])
              for i in range(len(E) - 1) if inside[i] != inside[i + 1]]
    if inside[-1]:
        marks.append(E_SCAN)
    return list(zip(marks[0::2], marks[1::2]))


# ---------- construction ----------
N1, N2, S12 = ae_overlap(E1, E1), ae_overlap(E2, E2), ae_overlap(E1, E2)
phi1 = pseudize(E1, N1)
phi2 = pseudize(E2, N2, phi1, S12)
phi2_free = pseudize(E2, N2)
phi1_bad = pseudize(E1, 0.9 * N1)
one = build([phi1], [E1])
two = build([phi1, phi2], [E1, E2])
one_at_E2 = build([phi2_free], [E2])
bad_norm = build([phi1_bad], [E1])

# ---------- energy-derivative identity, all-electron side ----------
h = 1e-4
for E, N in ((E1, N1), (E2, N2)):
    slope = (ae_logder(E + h) - ae_logder(E - h)) / (2 * h)
    identity = -2.0 * N / all_electron(E, r_c)[0]**2
    assert abs(slope / identity - 1.0) < 1e-4


# ---------- quadratic contact at the reference energies ----------
def contact(model, E, step=0.004):
    def d(e):
        return 1.0 / ratio_u_du(model, e) - ae_logder(e)
    slope = (d(E + step) - d(E - step)) / (2 * step)
    growth = ((d(E + 2 * step) + d(E - 2 * step))
              / (d(E + step) + d(E - step)))
    return float(d(E)), float(slope), float(growth)


contacts = [contact(one, E1), contact(two, E1), contact(two, E2)]
for value, slope, growth in contacts:
    assert abs(value) < 1e-7
    assert abs(slope) < 1e-2
    assert abs(growth - 4.0) < 0.3

# a wrong norm must leave the predicted linear error
bad_slope = float((1 / ratio_u_du(bad_norm, E1 + h) - ae_logder(E1 + h)
                   - 1 / ratio_u_du(bad_norm, E1 - h)
                   + ae_logder(E1 - h)) / (2 * h))
bad_predicted = float(2.0 * 0.1 * N1 / all_electron(E1, r_c)[0]**2)
assert abs(bad_slope / bad_predicted - 1.0) < 1e-3

# without the mixed overlap condition B is not symmetric
B_free = projectors([phi1, phi2_free], [E1, E2])[1]
asymmetry = B_free[0, 1] - B_free[1, 0]
mixed_defect = phi1 @ phi2_free - S12
assert abs(asymmetry - (E2 - E1) * mixed_defect) < 1e-8

# ---------- independent road: sine basis in a large box ----------
k_sine = np.pi * np.arange(1, N_SINE + 1) / R_BOX


def sines(r):
    return np.sqrt(2.0 / R_BOX) * np.sin(np.outer(k_sine, r))


def box_pseudo(model):
    C = (sines(r_in) * w_in) @ (P0 @ model["chi"])
    return eigh(np.diag(0.5 * k_sine**2) + C @ model["D"] @ C.T,
                eigvals_only=True)


s_well = sines(a * x_gauss)
box_ae = eigh(np.diag(0.5 * k_sine**2)
              - V0 * (s_well * (a * w_gauss)) @ s_well.T, eigvals_only=True)
assert np.sum(box_ae < 0) == 2
assert np.max(np.abs(box_ae[:2] - np.array([E_core, E1]))) < 1e-4
E_pos = box_ae[(box_ae > 0) & (box_ae < 3.0)]
assert np.max(np.abs(wrap(-np.sqrt(2 * E_pos) * R_BOX
                          - ae_phase(E_pos)))) < 2e-3

win_one, win_two = windows(one), windows(two)
top_one, top_two = win_one[0][1], win_two[0][1]
assert win_one[0][0] == 0.0 and win_two[0][0] == 0.0
assert top_two > top_one
box_levels = {}
for name, model, top in (("one", one, top_one), ("two", two, top_two)):
    lev = box_pseudo(model)
    box_levels[name] = lev
    negative_B = np.sum(np.linalg.eigvalsh(0.5 * (model["B"]
                                                 + model["B"].T)) < 0)
    assert np.sum(lev < 0) <= negative_B
    assert np.sum(lev < 0) == 1
    assert abs(lev[0] - E1) < 1e-5
    E_pos = lev[(lev > 0) & (lev < 3.0)]
    assert np.max(np.abs(wrap(-np.sqrt(2 * E_pos) * R_BOX
                              - ps_phase(model, E_pos)))) < 1e-4
    # pair with all-electron levels, shifted by one because of the core
    n_in = np.sum((lev > 0) & (lev < top))
    k_ps = np.sqrt(2 * lev[1:1 + n_in])
    k_ae = np.sqrt(2 * box_ae[2:2 + n_in])
    assert np.all(np.abs(k_ps - k_ae) * R_BOX < 1.25 * TOL + 2e-3)

# ---------- output ----------
kappa_core = np.sqrt(-2 * E_core)
tail = all_electron(E_core, r_c)[0]**2 / (2 * kappa_core)
core_outside = tail / (tail + ae_overlap(E_core, E_core))


def show(intervals):
    return ", ".join(f"{lo:.4f} to {hi:.4f}" for lo, hi in intervals) or "none"


print(f"well depth V0 = {V0} hartree, radius a = {a} bohr, r_c = {r_c} bohr")
print(f"core level = {E_core:.6f} hartree")
print(f"valence level E1 = {E1:.6f} hartree; second reference E2 = {E2} hartree")
print(f"share of core density outside r_c = {100 * core_outside:.3f} %")
for label, E in (("E1", E1), ("E2", E2)):
    u, du = all_electron(E, r_c)
    print(f"at {label}: u(r_c) = {u:.5f}, u'(r_c) = {du:.5f} (u = -sin qr in well)")
print(f"inner overlaps: N1 = {N1:.5f}, N2 = {N2:.5f}, S12 = {S12:.5f} bohr")
print("phi1 coefficients, Legendre degrees 1,3,..,15 (bohr^0.5):")
print("  " + " ".join(f"{c:.5f}" for c in phi1[:N_PSEUDO]))
print("phi2 coefficients, same basis (bohr^0.5):")
print("  " + " ".join(f"{c:.5f}" for c in phi2[:N_PSEUDO]))
Bm = two["B"]
print(f"B11 = {Bm[0, 0]:.5f}, B12 = {Bm[0, 1]:.5f}, B21 = {Bm[1, 0]:.5f}, "
      f"B22 = {Bm[1, 1]:.5f} hartree bohr")
eig_B = np.linalg.eigvalsh(0.5 * (Bm + Bm.T))
print(f"eigenvalues of B = {eig_B[0]:.5f}, {eig_B[1]:.5f} hartree bohr")
print(f"without mixed condition: overlap defect = {mixed_defect:.5f} bohr, "
      f"B12-B21 = {asymmetry:.5f} hartree bohr")
for label, (value, slope, growth) in zip(
        ("one projector at E1", "two projectors at E1", "two projectors at E2"),
        contacts):
    print(f"{label}: error of L grows by {growth:.3f} when the offset doubles")
print(f"norm 10 % too small: slope error of L = {bad_slope:.4f}, "
      f"predicted {bad_predicted:.4f} 1/(hartree bohr)")
for name in ("one", "two"):
    lev = box_levels[name]
    print(f"{name}-projector bound states in box: {np.sum(lev < 0)}, "
          f"lowest level {lev[0]:.6f} hartree")
print("E (hartree) | delta all-electron mod pi | error one | error two (rad)")
for E in (0.02, 0.05, 0.1, 0.2, 0.3, 0.5, 0.75, 1.0, 1.5, 2.0, 3.0):
    print(f"  {E:.2f} | {ae_phase(E) % np.pi:.5f} | "
          f"{phase_error(one, E):+.6f} | {phase_error(two, E):+.6f}")
E_mid = np.linspace(1e-4, E2, 2001)
print(f"largest error for 0 < E < E2: one {np.max(np.abs(phase_error(one, E_mid))):.5f}, "
      f"two {np.max(np.abs(phase_error(two, E_mid))):.6f} rad")
print(f"all intervals below {TOL} rad, scanned to {E_SCAN} hartree:")
print(f"  one projector at E1: {show(win_one)} hartree")
print(f"  two projectors: {show(win_two)} hartree")
print(f"  one projector at E2: {show(windows(one_at_E2))} hartree")
print(f"  one at E1, norm 10 % too small: {show(windows(bad_norm))} hartree")
print(f"one projector at E2: lowest box level = {box_pseudo(one_at_E2)[0]:.6f} hartree")
print(f"window from threshold, one projector: 0 to {top_one:.4f} hartree "
      f"= {top_one * HARTREE_EV:.3f} eV")
print(f"window from threshold, two projectors: 0 to {top_two:.4f} hartree "
      f"= {top_two * HARTREE_EV:.2f} eV")
print(f"ratio of the two windows = {top_two / top_one:.1f}")
print("all tests passed")
```

It prints:

```
well depth V0 = 3.2 hartree, radius a = 2.0 bohr, r_c = 3.0 bohr
core level = -2.353995 hartree
valence level E1 = -0.155842 hartree; second reference E2 = 0.5 hartree
share of core density outside r_c = 0.065 %
at E1: u(r_c) = 0.55808, u'(r_c) = -0.31157 (u = -sin qr in well)
at E2: u(r_c) = -1.12016, u'(r_c) = -1.60623 (u = -sin qr in well)
inner overlaps: N1 = 1.61666, N2 = 1.43342, S12 = 0.94948 bohr
phi1 coefficients, Legendre degrees 1,3,..,15 (bohr^0.5):
  1.15093 -0.52512 0.12663 -0.01539 0.00050 -0.00002 0.00000 -0.00000
phi2 coefficients, same basis (bohr^0.5):
  0.28107 -1.15061 0.17391 0.01570 -0.00460 -0.00009 0.00002 -0.00000
B11 = -0.75177, B12 = -0.67169, B21 = -0.67169, B22 = -0.42106 hartree bohr
eigenvalues of B = -1.27816, 0.10532 hartree bohr
without mixed condition: overlap defect = -0.01639 bohr, B12-B21 = -0.01075 hartree bohr
one projector at E1: error of L grows by 4.020 when the offset doubles
two projectors at E1: error of L grows by 4.012 when the offset doubles
two projectors at E2: error of L grows by 4.000 when the offset doubles
norm 10 % too small: slope error of L = 1.0381, predicted 1.0381 1/(hartree bohr)
one-projector bound states in box: 1, lowest level -0.155842 hartree
two-projector bound states in box: 1, lowest level -0.155842 hartree
E (hartree) | delta all-electron mod pi | error one | error two (rad)
  0.02 | 2.53703 | +0.008708 | +0.000120
  0.05 | 2.21341 | +0.015959 | +0.000190
  0.10 | 1.88060 | +0.027618 | +0.000255
  0.20 | 1.46147 | +0.052806 | +0.000264
  0.30 | 1.17144 | +0.080806 | +0.000173
  0.50 | 0.75056 | +0.143978 | +0.000000
  0.75 | 0.36487 | +0.234006 | +0.000698
  1.00 | 0.06052 | +0.334300 | +0.003854
  1.50 | 2.73316 | +0.558319 | +0.025708
  2.00 | 2.38711 | +0.794969 | +0.091515
  3.00 | 1.96795 | +1.173728 | +0.607655
largest error for 0 < E < E2: one 0.14398, two 0.000276 rad
all intervals below 0.01 rad, scanned to 4.0 hartree:
  one projector at E1: 0.0000 to 0.0250 hartree
  two projectors: 0.0000 to 1.2162 hartree
  one projector at E2: 0.0000 to 0.0005, 0.3504 to 0.6515 hartree
  one at E1, norm 10 % too small: 0.0000 to 0.2163 hartree
one projector at E2: lowest box level = -0.402805 hartree
window from threshold, one projector: 0 to 0.0250 hartree = 0.681 eV
window from threshold, two projectors: 0 to 1.2162 hartree = 33.10 eV
ratio of the two windows = 48.6
all tests passed
```
